Q: I am modelling step-flow growth on a vicinal surface with an Ehrlich-Schwoebel barrier: an adatom finds it harder to join a step from the terrace above than from the terrace below. A wide terrace then hands most of its atoms to the step behind it, which catches up. The barrier therefore repairs every disturbance of the step train, and I can treat the growing surface as stable.

A: Your account of a wide terrace is right for straight steps. Let us derive it first, so that we can see which disturbances it covers.

Let the surface descend along $+x$, so that growing steps advance along $+x$. Deposition supplies $R$ monolayers per second, $\theta$ is the adatom coverage and $D$ the diffusion constant. I assume small coverage, no desorption, no islands on the terraces, no diffusion along step edges and no elastic interaction between steps. Diffusion is fast compared with step motion, so the coverage is quasi-static: $D\nabla^2\theta+R=0$.

A curved step has equilibrium coverage $\theta_{eq}(1+\Gamma\kappa)$, where $\kappa>0$ for a protrusion towards the lower terrace. Here $\Gamma=\Omega\tilde\gamma/k_BT$, with atomic area $\Omega$ and step stiffness $\tilde\gamma$. Define

$$u=\frac{D(\theta-\theta_{eq})}{R},\qquad B=\frac{D\theta_{eq}\Gamma}{R},\qquad \nabla^2u=-1 .$$

Attachment is proportional to the excess coverage at the step, with rate constant $k_+$ from the lower terrace and $k_-$ from the upper one. With $d_\pm=D/k_\pm$ and the normal derivative $\partial_n$ pointing downhill,

$$d_+\partial_nu=u-B\kappa\ \ \text{(lower side)},\qquad -d_-\partial_nu=u-B\kappa\ \ \text{(upper side)}.$$

The signs differ because atoms reach the step by moving uphill from the lower terrace and downhill from the upper one. A normal barrier means $d_->d_+$. The step speed is $R$ times $\partial_nu$ on the lower side minus $\partial_nu$ on the upper side.

For straight steps and a terrace $0<x<w$, put $u=A+Gx-x^2/2$. The left condition gives $A=d_+G$. The right one gives $-d_-(G-w)=A+Gw-w^2/2$. Inserting $A$ and collecting $G$, with $d=d_++d_-$,

$$G=f_+(w)=\frac{w(d_-+w/2)}{w+d},\qquad f_-(w)=w-G=\frac{w(d_++w/2)}{w+d}.$$

The terrace feeds $f_+$ to the ascending step at its left end and $f_-$ to the descending step at its right end.

Q: And the repair of unequal widths follows from that?

A: Yes. Step $n$ has terrace $w_n=x_{n+1}-x_n$ in front and $w_{n-1}$ behind, so $\dot x_n=R[f_+(w_n)+f_-(w_{n-1})]$. Displace the steps from equal spacing $l$ by a small amount proportional to $e^{in\phi+\omega t}$. Then $w_n$ changes by the displacement times $e^{i\phi}-1$, and $w_{n-1}$ by the displacement times $1-e^{-i\phi}$:

$$\frac{\omega}{R}=f_+'(l)(e^{i\phi}-1)+f_-'(l)(1-e^{-i\phi}).$$

The real part is $-(1-\cos\phi)(f_+'-f_-')$. Since $f_+-f_-=w(d_--d_+)/(w+d)$, and the derivative of $w/(w+d)$ is $d/(w+d)^2$,

$$\frac{\mathrm{Re}\,\omega}{R}=-(1-\cos\phi)\frac{(d_--d_+)\,d}{(l+d)^2}.$$

The imaginary part is $\sin\phi\,(f_+'+f_-')=\sin\phi$, because $f_++f_-=w$; it describes a disturbance that travels through the train. For $d_->d_+$ every width disturbance decays. With equal kinetics none does, and with an inverted barrier all grow.

Q: How does $d_-$ follow from a barrier energy $E$?

A: Take $M=l/a$ lattice sites across the terrace. An atom hops to either neighbour at one rate, and joins the ascending step from site 1 at that same rate. From site $M$ it joins the descending step at that rate multiplied by $1/b$, with $b=e^{E/k_BT}$. Let $h_i$ be the probability that an atom at site $i$ ends at the ascending step. In the interior $h_i$ is the mean of its neighbours, so it is linear: $h_i=1-gi$, with $h_0=1$ at the step. At site $M$ the balance is $(1+1/b)h_M=h_{M-1}$, or $h_M=bg$. Hence $g=1/(M+b)$. Averaging over the sites, whose mean index is $(M+1)/2$,

$$\bar h=\frac{b+(M-1)/2}{M+b}.$$

The continuum share is $f_+(l)/l=(d_-+l/2)/(l+d)$. With $l=Ma$ the two agree for every $M$ if

$$d_-=a\left(b-\tfrac12\right),\qquad d_+=\tfrac a2 .$$

Without an extra barrier, $b=1$ and both lengths are $a/2$.

Q: So the sign is settled. If every width mode decays, what is left to go wrong?

A: The calculation kept each step straight. Suppose instead that every step carries the same wave, $x_n=nl+\varepsilon\cos qy$. The distance $x_{n+1}-x_n$ is still $l$ at every $y$. Width equalisation has nothing to act on, so your argument is silent about this disturbance.

Q: Silent is not the same as unstable. Show me what the diffusion field does.

A: Displace step $n$ from its uniform motion by $\varepsilon e^{iqy+in\phi+\omega t}$. On the terrace between steps 0 and 1 write $u=u_0(x)+\varepsilon u_1(x)e^{iqy+\omega t}$, where $u_0$ is the straight-step solution with $w=l$. Then $u_1''=q^2u_1$. To first order the normal derivative is $\partial_x$, because the tilt of the step multiplies $\partial_yu$, which is itself first order. The curvature is $\kappa=-\partial_y^2x$, which gives $q^2$ times the displacement.

Now evaluate the conditions at the displaced steps. At step 0 the first-order change of $\partial_xu$ is $u_0''+u_1'(0)=-1+j_0$, and that of $u$ is $G+u_1(0)$, where $j_0=u_1'(0)$ and $G=f_+(l)$. Thus $d_+(j_0-1)=G+u_1(0)-Bq^2$, or

$$d_+j_0-u_1(0)=r_0,\qquad r_0=G+d_+-Bq^2 .$$

At step 1 the displacement carries $z=e^{i\phi}$ and $u_0'(l)=-(l-G)$. With $j_l=u_1'(l)$, the condition is $-d_-(j_l-z)=-(l-G)z+u_1(l)-Bq^2z$, or

$$d_-j_l+u_1(l)=z\,r_l,\qquad r_l=l-G+d_-+Bq^2 .$$

Write $S=\sinh ql$ and $C=\cosh ql$. The solution $u_1=u_1(0)\cosh qx+(j_0/q)\sinh qx$ gives

$$u_1(l)=u_1(0)C+j_0S/q,\qquad j_l=q\,u_1(0)S+j_0C .$$

Insert these and $u_1(0)=d_+j_0-r_0$ into the condition at step 1, and collect $j_0$:

$$j_0=\frac{z\,r_l+(C+qd_-S)r_0}{\Delta},\qquad \Delta=\frac Sq+dC+q\,d_+d_-S .$$

The reflection $x\to l-x$ exchanges the two ends. It swaps $d_+$ with $d_-$, turns $j_0$ into $-j_l$, and replaces $r_0$ by $-zr_l$ and $zr_l$ by $-r_0$. Therefore

$$j_l=\frac{r_0+(C+qd_+S)z\,r_l}{\Delta}.$$

Step 0 receives $j_0-1$ from below. Its upper terrace is the one behind it, where the fields carry an extra factor $e^{-i\phi}$, so the gradient there changes by $e^{-i\phi}j_l-1$. The terms $-1$ cancel in the difference:

$$\frac\omega R=j_0-e^{-i\phi}j_l .$$

Its real part is

$$\frac{\mathrm{Re}\,\omega}{R}=\frac{(C-\cos\phi)(r_0-r_l)+qS(d_-r_0-d_+r_l)}{\Delta}.$$

Q: Where is the attachment asymmetry in this?

A: In both brackets. Define $s=(d_--d_+)/(l+d)$. From the formula for $G$ we have $2G-l=ls$, so

$$r_0-r_l=ls-(d_--d_+)-2Bq^2=-sd-2Bq^2 ,$$

because $d_--d_+=s(l+d)$. In the other bracket the products $d_+d_-$ cancel:

$$d_-r_0-d_+r_l=d_-G-d_+(l-G)-Bq^2d .$$

The part without $B$ equals $l[d_-^2-d_+^2+(l/2)(d_--d_+)]/(l+d)=sl(d+l/2)$. Altogether,

$$\frac{\mathrm{Re}\,\omega}{R}=\frac{s\left[qlS(d+\frac l2)-d(C-\cos\phi)\right]-Bq^2\left[2(C-\cos\phi)+qdS\right]}{\Delta}.$$

For $q\to0$, $\Delta\to l+d$ and we recover the width result, $-sd(1-\cos\phi)/(l+d)$. For the in-phase wave, $\phi=0$, the flux bracket is positive. To see this, set $h=ql/2$:

$$qlS-2(C-1)=4\sinh h\,(h\cosh h-\sinh h)>0 ,$$

since $h\cosh h-\sinh h$ vanishes at $h=0$ and has derivative $h\sinh h>0$. So $qlS$ exceeds $C-1$, and $qlS(d+l/2)-d(C-1)>0$ for every $q>0$.

The same factor $s$ therefore damps width disturbances and drives the in-phase meander. For $s>0$, lowering $\cos\phi$ makes both contributions to the rate more negative, so at each $q$ the in-phase wave is the fastest mode.

Q: But line tension, the term in $B$, opposes it. Could it win for weak deposition?

A: It wins at short wavelengths. For $ql\ll1$ use $S\approx ql$, $C-1\approx q^2l^2/2$ and $\Delta\approx l+d$. The last step also needs $q^2l\,d_+d_-\ll l+d$, which is assured when $d_+=a/2$, because then $d_+<l$ and $d_-<l+d$. The flux bracket becomes $q^2l^2(d+l/2)-dq^2l^2/2=q^2l^2(l+d)/2$. The capillary bracket becomes $q^2l^2+q^2ld=q^2l(l+d)$. Hence

$$\frac\omega R\approx\frac{s\,l^2}{2}q^2-B\,l\,q^4 .$$

As $q\to0$ the first term dominates for any $R>0$. Within this model there is no threshold flux, provided that the step is long enough to hold such a wave. The rate vanishes at $q_c^2=sl/(2B)$. Setting its derivative $sl^2q-4Blq^3$ to zero gives the fastest mode:

$$q_m^2=\frac{sl}{4B},\qquad \frac{\omega_m}{R}=\frac{sl^2q_m^2}{4}=\frac{s^2l^3}{16B}.$$

Since $B\propto1/R$, the preferred wavelength falls as $R^{-1/2}$ and the growth per monolayer rises in proportion to $R$.

The flux part has its own $q^4$ term, which I dropped. For a very strong barrier with $d_+=0$ the full flux part is $[qlS-(C-1)]/C$, whose expansion is $q^2l^2/2-q^4l^4/8$. Dropping the second term requires $B\gg l^3/8$ in that limit.

Q: I can follow the algebra, but what does a protrusion gain physically?

A: Separate the two sides for $\phi=0$ and $B=0$. The lower side contributes $j_0-1$. Now $r_0+r_l=l+d$, so to order $q^2$ the numerator of $j_0$ is $l+d+q^2l(l/2+d_-)r_0$, while $\Delta=l+d+q^2l(l^2/6+dl/2+d_+d_-)$. Subtract, and use $r_0=l(d_-+l/2)/(l+d)+d_+$:

$$j_0-1\approx\frac{q^2l^2}{l+d}\left[\frac{(d_-+l/2)^2}{l+d}-\frac l6-\frac{d_-}2\right].$$

By the same reflection, the upper side contributes minus this expression with $d_+$ and $d_-$ exchanged. With equal kinetics the two sides cancel. If both kinetic lengths are also negligible, they are $+q^2l^2/12$ and $-q^2l^2/12$: a protrusion reaches into the supply on the lower terrace and gains there, while it draws less from the terrace behind it. A barrier on the upper side removes this compensation.

Q: Give me sizes. If the meander is very slow, I may still ignore it.

A: Take round model parameters: $a=0.25$ nm, $l=5$ nm, $T=500$ K, $E=0.2$ eV, $R=0.02$ monolayers per second, $D=10^7$ nm²/s, $\theta_{eq}=2\times10^{-6}$, $\tilde\gamma=0.3$ eV/nm and $\Omega=a^2$. The steps move at speed $Rl$, and $Rl^2/D=5\times10^{-8}$, so quasi-static diffusion is appropriate.

With $k_BT=0.0431$ eV we have $b=103.73$ (computed from the unrounded $k_BT$). Thus $d_+=0.125$ nm, $d_-=0.25\times103.23=25.81$ nm and $l+d=30.93$ nm. The ascending step receives the share $(25.81+2.5)/30.93=0.915$ of a terrace's atoms, and $s=25.68/30.93=0.830$. The capillary length is $\Gamma=0.0625\times0.3/0.0431=0.435$ nm, so

$$B=\frac{10^7\times2\times10^{-6}\times0.435}{0.02}\ \text{nm}^3=435\ \text{nm}^3,$$

well above $l^3/8=15.6$ nm³.

For alternating terrace widths, $\phi=\pi$, the rate is $-2sd/(l+d)=-2\times0.830\times25.9/30.9=-1.39$ per monolayer. They decay by a factor $e$ in 0.72 monolayer, or 36 s.

For the meander, $q_m^2=0.830\times5/(4\times435)=0.00239$ nm⁻², a wavelength of 128.7 nm, and $\omega_m/R=0.830^2\times125/(16\times435)=0.0124$ per monolayer. A numerical maximisation of the full formula gives 128.6 nm and 0.0123. The meander grows by a factor $e$ in about 81 monolayers, a little over an hour.

Q: Then a short simulation would make me think I was right.

A: It could. I integrated the straight-step equations numerically for twelve steps in a periodic train with random widths. In this run their standard deviation fell from 1.35 nm to 0.0044 nm in 40 monolayers; about 0.01 nm is typical of other random starts. The fall is this steep because the train is short: its slowest width mode, $\phi=2\pi/12$, still decays at $0.093$ per monolayer. The width rate vanishes as $\phi^2$, so in a train of hundreds of steps the spread would fall only about fourfold, to roughly 0.3 nm, in the same time. Over the same 40 monolayers the fastest meander grows by a factor $e^{40\times0.0123}\approx1.6$. The train looks better ordered while the instability is building up. Moreover, a simulation with straight steps contains no meander, however long it runs.

Q: Does the decay of width disturbances at least keep neighbouring steps aligned?

A: Yes, in this linear regime. At the fastest $q$, a numerical root of the full rate shows growth only for phase shifts $|\phi|<0.18$ rad. Waves in antiphase pinch and widen the terraces, and they decay at $1.47$ per monolayer. With the barrier present, the flux contributes $-1.33$ to this rate and line tension the rest, so only nearly in-phase waves are left to grow. Line tension would also damp antiphase waves without a barrier, at $0.79$ per monolayer, because atoms are then exchanged more easily between neighbouring steps.

Q: Can I see that the barrier is responsible, and not some other part of the model?

A: Keep the same $q$ and change the kinetics. First set $B=0$ to isolate the flux. I solved the diffusion problem numerically between steps with an in-phase wave of amplitude $l/1000$, fitting harmonic functions by least squares to the boundary conditions on the curved steps. The contributions to the growth rate, per monolayer, are:

- normal barrier: lower side $+0.0232$, upper side $+0.0013$;
- no barrier: lower side $+0.0047$, upper side $-0.0047$;
- inverted barrier, with $d_+$ and $d_-$ exchanged: lower side $-0.0013$, upper side $-0.0232$.

The normal barrier does more than remove the loss on the upper side. It makes that contribution slightly positive and raises the gain from below about fivefold. The expression for the two sides accounts for the sign: the upper contribution is positive when $(d_++l/2)^2/(l+d)<l/6+d_+/2$. In nanometres this reads $0.22<0.90$ here, while without a barrier it would read $1.31<0.90$, which is false.

With line tension restored, the full formula and the width formula give, per monolayer:

- normal barrier: meander $+0.0123$, alternating widths $-1.39$;
- no barrier: meander $-0.0123$, alternating widths $0$;
- inverted barrier: meander $-0.0366$, alternating widths $+1.39$.

The nearly equal and opposite meander rates in the first two cases have a simple origin. In the long-wave law at $q_m$, line tension takes back half of the flux gain. Remove the gain and minus that half remains. Reverse the gain and the sum is minus three halves of it, which explains the factor of about three in the last case.

Q: So an inverted barrier would damp the in-phase meander but let the steps pair up. Is there any case in which the surface with a normal barrier is stable, as I first said?

A: Yes, on short steps, but there line tension keeps the steps straight, not the barrier. If a step is periodic with length $L$, its smallest non-zero wavenumber is $2\pi/L$. The full formula puts the cutoff wavelength at 90.5 nm in this example, and at each $q$ the in-phase wave is the fastest mode. For $L$ below 90.5 nm, all meander modes decay together with all width modes. What remains is a uniform shift of the whole train, which neither grows nor decays. The barrier still drives the in-phase wave, because the flux bracket is positive at every $q$, but line tension outweighs it. At a wavelength of 80 nm the flux alone would give $+0.062$ per monolayer; with line tension the rate is $-0.017$. A narrow simulation cell can therefore make a normal barrier look stabilising in every respect.

For longer steps, the statement to keep is narrower: a normal Ehrlich-Schwoebel barrier stabilises the widths of terraces between straight steps, and destabilises the straightness of the steps. I have shown this for small disturbances in the model we began with. The linear theory does not say how large the meander finally becomes, and the processes left out, such as desorption and diffusion along the edges, would have to be added to the boundary-value problem before its rates could be used where they matter.
